# Why 4f Electrons Screen the 5s and 5p Shells Incompletely

**Q.** Along the lanthanide series each ion gains one proton and one 4f electron. The net charge of Ln³⁺ stays the same, yet the ions shrink. I am told that 4f electrons "screen badly". What does a 5p electron actually feel?

**A.** Begin with the direct effect: add the proton and the 4f electron, and keep all other charge where it was. I use Hartree atomic units, with lengths in bohr and charges in units of $e$. The ion is free and its charge distribution spherical.

In a four-component treatment an orbital has a large radial component $P(r)$ and a small one $Q(r)$. Its radial density is

$$D(r)=P(r)^2+Q(r)^2,\qquad \int_0^\infty D(r)\,dr=1 .$$

For the added electron I average over the two spin-orbit partners by their capacities, $D_{4f}=(6D_{4f_{5/2}}+8D_{4f_{7/2}})/14$. The part of its charge inside radius $r$ is

$$N(r)=\int_0^r D_{4f}(s)\,ds .$$

By Gauss's law, a spherical distribution acts at $r$ as if the charge inside $r$ sat at the centre, while the charge outside $r$ exerts no force. The proton contributes $+1$ and the enclosed 4f charge $-N(r)$. The extra central charge is therefore

$$q(r)=1-N(r),$$

and the extra inward force on an electron is $q(r)/r^2$. Since $N$ rises from 0 to 1, $q$ falls from 1 to 0. Screening is complete far outside the 4f shell and absent near the nucleus. There is no single screening constant in the force: it depends on where the 5p electron is.

**Q.** How quickly does $N(r)$ rise in a real ion?

**A.** Take Gd³⁺, with seven 4f electrons, in the middle of the series. The values come from self-consistent Dirac–Kohn–Sham equations with a point nucleus, local-density exchange and VWN correlation. The density is spin-unpolarized and spherical. This level leaves out the multiplet structure and the strong spin polarization of the real 4f⁷ shell, the Breit interaction, QED and relativistic corrections to the functional. The numerical output is printed after this exchange.

The 4f density peaks at 0.57 bohr (the printed 0.563 is the nearest point of a radial grid with 1.4% spacing), and its mean radius is 0.85 bohr. The enclosed charge is

- $N=0.02$ at $r=0.25$ bohr,
- $N=0.22$ at 0.5 bohr,
- $N=0.71$ at 1 bohr,
- $N=0.91$ at 1.5 bohr,
- $N=0.97$ at 2 bohr.

The slow start has a simple origin. Near the nucleus the centrifugal term makes a nonrelativistic f orbital behave as $P\propto r^{l+1}=r^4$. Then $D\propto r^8$, and integration gives $N\propto r^9$. That is the nonrelativistic limiting law for small $r$. For Dirac orbitals and a point nucleus both components start as $r^\gamma$ with $\gamma=\sqrt{\kappa^2-(Z/c)^2}$, where $|\kappa|=j+\tfrac12$, so $N\propto r^{2\gamma+1}$. For $Z=64$ the exponent is 8.9 for $4f_{7/2}$ but 6.9 for $4f_{5/2}$, whose small component has d character and dominates very close to the nucleus. Either power keeps the start slow, and neither holds between 0.25 and 0.5 bohr: $r^9$ would demand a growth by $2^9=512$, $r^{6.9}$ one by about 120, and the actual factor is about 12.5.

**Q.** And where is 5p on this scale? I picture it as lying outside 4f.

**A.** Most of it does. A 5p orbital has $5-1-1=3$ radial nodes in its large component, hence four lobes. For $5p_{3/2}$ the outermost node is at $r_n=0.71$ bohr, and the outer lobe peaks at 1.37 bohr (nearest grid point 1.378). I call everything inside $r_n$ the inner part. It holds 0.0616 of the 5p charge, leaving 0.9384 outside.

The mean enclosed 4f charge seen by each part is

$$\bar N_{\rm in}=\frac{\int_0^{r_n}D_{5p}N\,dr}{\int_0^{r_n}D_{5p}\,dr}=0.163,\qquad
\bar N_{\rm out}=\frac{\int_{r_n}^{\infty}D_{5p}N\,dr}{\int_{r_n}^{\infty}D_{5p}\,dr}=0.894 .$$

So the inner part feels an average extra charge of $1-0.163=0.837$, nearly the bare proton. The outer part feels $1-0.894=0.106$. Weighting by the charges gives the whole orbital:

$$0.0616\times0.837+0.9384\times0.106\approx0.052+0.099=0.151 .$$

In this density average, one third of the missing screening comes from the inner lobes. Two thirds comes from the outer lobe, because some 4f charge is still farther out: at the outer 5p maximum, $N$ is 0.88, not 1.

**Q.** Does that 0.151 have a direct meaning?

**A.** Yes. Since $1-N(r)=\int_r^\infty D_{4f}(s)\,ds$,

$$\int_0^\infty D_{5p}(r)\,[1-N(r)]\,dr=\int_0^\infty dr\,D_{5p}(r)\int_r^\infty ds\,D_{4f}(s).$$

The integral covers all pairs with $s>r$. Taking $r$ first for fixed $s$ covers the same pairs:

$$=\int_0^\infty ds\,D_{4f}(s)\int_0^s dr\,D_{5p}(r).$$

It is the probability that a 4f electron is farther from the nucleus than a 5p electron, if the two are drawn independently from their densities. In Gd³⁺ that happens 15% of the time. The picture of 4f lying inside 5p is right for the other 85%.

**Q.** May I then say that the effective nuclear charge for 5p grows by 0.15 per step?

**A.** Not without naming the property. An effective charge replaces a function $q(r)$ by one number, and different properties weight $q$ differently. Take the orbital energy first.

The extra potential energy of an electron has three pieces: the proton, the 4f charge inside $r$, and the 4f charge outside $r$, each of whose shells produces a constant potential in its interior:

$$\delta V(r)=-\frac1r+\frac{N(r)}r+\int_r^\infty\frac{D_{4f}(s)}s\,ds .$$

Differentiate. The product rule on $N/r$ gives $D_{4f}/r-N/r^2$, and the lower limit of the integral gives $-D_{4f}/r$. The two density terms cancel:

$$\delta V'(r)=\frac1{r^2}-\frac{N(r)}{r^2}=\frac{q(r)}{r^2}.$$

This is the force found above, with the sign of attraction. Because $\delta V$ vanishes at infinity,

$$\delta V(r)=-\int_r^\infty\frac{q(s)}{s^2}\,ds .$$

The integrand is positive, so $\delta V<0$ at every finite $r$: in this direct picture the added pair attracts everywhere.

First-order perturbation theory gives the energy shift as $\delta\varepsilon=\int D_{5p}\,\delta V\,dr$. Let $N_{5p}(r)=\int_0^rD_{5p}\,ds$, so that $D_{5p}=N_{5p}'$, and integrate by parts:

$$\delta\varepsilon=\big[N_{5p}\,\delta V\big]_0^\infty-\int_0^\infty N_{5p}\,\delta V'\,dr=-\int_0^\infty\frac{q(r)\,N_{5p}(r)}{r^2}\,dr .$$

The bracket vanishes at infinity because $\delta V$ does. It vanishes at the origin because $N_{5p}$ goes to zero faster than $r$, while $\delta V$ grows as $-1/r$.

A bare extra charge $z$ at the nucleus has $q=z$ everywhere and shifts the energy by $-z\langle1/r\rangle$. Equating the two shifts defines the energy increment

$$z_E=\frac{-\delta\varepsilon}{\langle1/r\rangle}=\frac{\int qN_{5p}/r^2\,dr}{\int N_{5p}/r^2\,dr}.$$

For $5p_{3/2}$ the shift is $\delta\varepsilon=-0.147$ hartree and $z_E=0.175$. Their ratio gives $\langle1/r\rangle=0.1467/0.1747=0.840$ bohr⁻¹. To first order, the proton alone would thus lower the level by 0.840 hartree, and the 4f electron takes back $0.840-0.147=0.693$ hartree. The first-order shift was tested against diagonalization with a small multiple of $\delta V$ added to the potential.

**Q.** My interest is in size. Does the same number govern the contraction?

**A.** No. We need the change of $\langle r\rangle$, which depends on how the orbital deforms. Let $h$ be the radial Dirac Hamiltonian of the ion, with real eigenfunctions $\phi_k$ and energies $\varepsilon_k$, and let $\phi_0$ be the 5p orbital. The perturbation is spherical, so it mixes only states of the same angular symmetry. Write the perturbed orbital as $\phi_0+\phi^{(1)}$ and keep first-order terms of the eigenvalue equation:

$$(h-\varepsilon_0)\,\phi^{(1)}=(\delta\varepsilon-\delta V)\,\phi_0 .$$

Project on $\phi_k$ with $k\neq0$. The term with $\delta\varepsilon$ drops out by orthogonality, leaving $(\varepsilon_k-\varepsilon_0)\langle k|\phi^{(1)}\rangle=-\langle k|\delta V|0\rangle$. Normalization to first order lets us choose $\langle0|\phi^{(1)}\rangle=0$. Hence

$$\phi^{(1)}=\sum_{k\ne0}\phi_k\,\frac{\langle k|\delta V|0\rangle}{\varepsilon_0-\varepsilon_k},\qquad
\delta\langle r\rangle=2\langle0|r|\phi^{(1)}\rangle=2\sum_{k\neq0}\frac{\langle0|r|k\rangle\langle k|\delta V|0\rangle}{\varepsilon_0-\varepsilon_k}.$$

The sum runs over the complete spectrum of $h$, including its negative-energy states and the occupied orbitals, because we are following one eigenfunction of a changed operator. Now write out the matrix element of $\delta V$ as an integral and collect the rest:

$$\delta\langle r\rangle=\int_0^\infty\chi(r)\,\delta V(r)\,dr,\qquad
\chi(r)=2\sum_{k\neq0}\frac{\langle k|r|0\rangle}{\varepsilon_0-\varepsilon_k}\,\big(P_0P_k+Q_0Q_k\big).$$

Comparison with $\phi^{(1)}$ shows what $\chi$ is: the first-order change of the 5p density when the perturbation is the function $r$ itself, a uniform inward pull. Orthogonality gives $\int\chi\,dr=0$, since charge is moved and not created. The charge carried inside radius $s$ by that pull,

$$X(s)=\int_0^s\chi(r)\,dr ,$$

therefore vanishes at both ends. The integration by parts used for the energy, with $X$ in place of $N_{5p}$, gives

$$\delta\langle r\rangle=-\int_0^\infty\frac{q(s)\,X(s)}{s^2}\,ds,\qquad
z_R=\frac{\int qX/s^2\,ds}{\int X/s^2\,ds}.$$

The size increment $z_R$ is the point charge at the nucleus that would produce the same first-order contraction.

Energy and size thus average the same $q$ with different weights. At large $s$, $N_{5p}$ stays at 1 while $X$ returns to zero, so the size weight falls off faster in the region where screening is nearly complete.

**Q.** Then what are the contraction and $z_R$?

**A.** To first order, a bare proton would change $\langle r\rangle$ of $5p_{3/2}$ by $-0.198$ bohr. The proton together with its 4f electron changes it by $-0.079$ bohr. So

$$z_R=\frac{0.0792}{0.1976}=0.40 ,$$

more than twice $z_E$. By this measure the 4f electron cancels 60% of the proton's contracting effect.

The sign deserves a comment. Since $q>0$, contraction is certain if $X$ is nowhere negative. I have no general proof of that for the Dirac orbital. For $5p_{3/2}$ the computed $X$ shows no negative value that is visible at four decimals of its maximum.

**Q.** Which part of 5p is responsible for this large value?

**A.** Cut the integral at the node. The numbers below use the last grid point before it, 0.707 bohr. The node itself lies at 0.712 bohr, and cutting there shifts both pieces by 0.0002 bohr, to $-0.0624$ and $-0.0168$. The extra force $q(s)/s^2$ acting at $s<r_n$ contributes $-0.0622$ bohr, and that acting at $s>r_n$ contributes $-0.0169$ bohr. In terms of the increment,

$$z_R=\frac{0.0622}{0.1976}+\frac{0.0169}{0.1976}=0.315+0.086=0.40 .$$

The inner region holds 6% of the 5p charge and produces 79% of the direct contraction. Both pieces were tested separately, by diagonalizing with only the corresponding part of the force field switched on.

Two factors enter. The first is that $q$ is large inside. The second is the weight $X/s^2$, which can be bounded from the numbers. Inside the cut at 0.707 bohr $q$ lies between $1-0.458=0.542$ and 1. With $X\ge0$, the inner part of $\int X/s^2\,ds$ must lie between 0.0622 and $0.0622/0.542=0.115$ bohr. That is between 31% and 58% of the total of 0.1976 bohr (32% and 59% with the cut at the node itself, where $N=0.464$), far more than the 6% share of the charge.

**Q.** How can a force in the inner region shrink a lobe that lies outside it?

**A.** Through the energy. The potential of the inner force field is negative inside $r_n$ and zero outside. The outer lobe then obeys the same radial equation as before, but with a lower $\varepsilon$. The nonrelativistic equation shows the consequence. Let $u(r;\varepsilon)$ be the solution that decays at infinity,

$$u''=2(V_{\rm eff}-\varepsilon)\,u ,$$

with the centrifugal term included in $V_{\rm eff}$. Let a dot denote $\partial/\partial\varepsilon$. Differentiating the equation gives $\dot u''=2(V_{\rm eff}-\varepsilon)\dot u-2u$. Then

$$\frac{d}{dr}\big(u\,\dot u'-u'\,\dot u\big)=u\,\dot u''-u''\,\dot u=-2u^2 ,$$

because the terms with $V_{\rm eff}-\varepsilon$ cancel. Integrate from $r$ to infinity, where the bracket vanishes, and divide by $u^2$:

$$\frac{\partial}{\partial\varepsilon}\left(\frac{u'}{u}\right)=\frac{u\,\dot u'-u'\,\dot u}{u^2}=\frac{2}{u(r)^2}\int_r^\infty u^2\,ds>0 .$$

Lowering $\varepsilon$ therefore makes $u'/u$ smaller at every point of the outer lobe. The ratio of the new density to the old has the logarithmic derivative $2\,\Delta(u'/u)<0$, so it falls steadily with $r$. Within the outer lobe, charge moves inward although no new force acts there. Stronger binding at short range is passed on as a more compact outer lobe.

**Q.** Is it the diffuseness of 4f that matters, then, or the penetration of 5p?

**A.** Both, and a controlled change separates them to some extent. Squeeze the 4f distribution to half its radius, which replaces $N(r)$ by $N(2r)$, and leave the 5p orbital and its response untouched. The increment $z_R$ falls from 0.40 to 0.24. So the radial extent of 4f matters, but a 4f shell with half the radius would still screen incompletely, because the inner lobes of 5p reach inside it.

The limits are clear from the formula. If the 4f charge is squeezed onto the nucleus, $N=1$ everywhere and $z_R=0$. If it is moved far outside 5p, $N=0$ wherever the orbital has weight and $z_R=1$. "4f is diffuse" is thus an incomplete explanation. What counts is the position of the 4f charge relative to each part of the orbital being screened.

**Q.** Do 5s and $5p_{1/2}$ behave in the same way?

**A.** They do, with somewhat poorer screening:

- 5s: $\bar N_{\rm in}=0.135$, $\bar N_{\rm out}=0.843$, $z_E=0.22$, $z_R=0.49$;
- $5p_{1/2}$: $\bar N_{\rm in}=0.142$, $\bar N_{\rm out}=0.876$, $z_E=0.19$, $z_R=0.43$.

Each is cut at its own outermost node. Both orbitals enclose less 4f charge than $5p_{3/2}$ on either side of the cut, and both increments are larger. The order is $5s>5p_{1/2}>5p_{3/2}$ for $z_E$ and for $z_R$.

**Q.** A contraction of 0.079 bohr is about 4 pm in one step. Over fourteen steps that would be far too much.

**A.** It would, because so far the other electrons have been frozen. In reality all shells respond to the added proton. Charge that moves inward increases the screening farther out. To include this, take the self-consistent potentials of Gd³⁺ and Tb³⁺ and split their difference into three parts: the direct $\delta V$ above, the remaining electrostatic change, and the change of the exchange-correlation potential. Each is multiplied by the response $\chi$ averaged over the two ions and integrated. The average removes the leading error of using one end point for a finite step. For $5p_{3/2}$ the parts are

- direct: $-0.0788$ bohr,
- electrostatic relaxation: $+0.0577$ bohr,
- exchange-correlation: $-0.0036$ bohr.

Their sum is

$$-0.0788+0.0577-0.0036=-0.0247\ \text{bohr}.$$

The actual difference between the two self-consistent ions is also $-0.0247$ bohr, or $-1.3$ pm. The test required agreement within 3% of that difference.

Relaxation cancels 73% of the direct contraction. Now divide the sum of the two electrostatic parts by the change that a bare extra proton would cause with all other electrons frozen, using the same averaged response. The size increment then drops from 0.40 to

$$z_R^{\rm relaxed}=0.11 .$$

The 4f shell takes part in this: its mean radius shrinks from 0.851 to 0.828 bohr. The calculation does not divide the relaxation among the shells, so I cannot say how much of the 0.0577 bohr is due to 4f.

**Q.** So which increment should I quote?

**A.** Quote the one that answers your question. How much of the added proton does the added 4f electron itself fail to screen? For the size of $5p_{3/2}$ in Gd³⁺, 0.40; for its frozen-orbital energy, 0.17. What extra nuclear charge, acting on 5p while all other electrons stay frozen, would give the electrostatic contraction from one ion to the next? About 0.11. The incomplete screening by the added 4f electron drives the contraction, and the relaxation of the whole ion limits it.

**Q.** Does this add up to the lanthanide contraction, and is relativity needed for it?

**A.** For the whole series I average $\langle r\rangle$ over the six 5p electrons. It falls from 1.753 bohr in La³⁺ to 1.368 bohr in Lu³⁺, a change of $-20.4$ pm or $-22\%$. Dividing by 14 gives about $-1.5$ pm per step, close to the $-1.3$ pm found for $5p_{3/2}$ in the middle.

Repeating the two calculations with the speed of light enlarged thirtyfold practically removes relativity. The change is then $-18.9$ pm, or $-20\%$. At this level of theory $18.87/20.41=92\%$ of the contraction remains without relativity. None of the steps from Gauss's law to $q(r)$ used relativity, and the numbers agree that it is a modest addition here.

**Q.** Where should I stop trusting this account?

**A.** There are three limits.

First, $\langle r\rangle$ of 5p in a free ion is not an ionic radius in a crystal. The latter is inferred from distances to neighbours and depends on ligands and coordination number. No crystal was calculated here, so these numbers do not show how closely the two trends agree.

Second, the step must add one proton and one 4f electron. If the new electron enters 5d instead, $N(r)$ has to be computed afresh for that orbital. If the ion changes its valence, the number of added electrons is no longer one, and $q=1-N$ itself fails. With one proton and two 4f electrons, for example, $q=1-2N$, which is negative far outside the 4f shell: there the added charge repels.

Third, the numbers inherit the density functional. The local-density approximation leaves each 4f electron partly interacting with itself, which affects the 4f radial distribution and hence $N(r)$. I have not estimated that error, so the increments are values of this model, and their distance from those of the real ion is not known from this calculation. Gauss's law holds for any spherical 4f density you put in. The weighted averages of $q$ then give the first-order changes, with weights that belong to the chosen orbital in the chosen ion.

## Computed results

```
Ca2+ 3p energy, this solver: -1.58485 Ha
Ca2+ 3p energy, pyscf: -1.58485 Ha
Gd3+, one mean 4f electron
4f5/2, 4f7/2 energies: -1.2654, -1.2373 Ha
4f density maximum: 0.563 bohr
4f mean radius: 0.8511 bohr
N(r) at r = 0.25 bohr: 0.0175 e
N(r) at r = 0.50 bohr: 0.2196 e
N(r) at r = 1.00 bohr: 0.7122 e
N(r) at r = 1.50 bohr: 0.9107 e
N(r) at r = 2.00 bohr: 0.9732 e
N(r) at r = 3.00 bohr: 0.9977 e
Gd3+, 5p3/2
energy: -1.8630 Ha
outermost node: 0.707 bohr
outer density maximum: 1.378 bohr
mean radius: 1.5553 bohr
5p charge inside node: 0.0616 e
N at node: 0.4582 e
N at outer maximum: 0.8807 e
mean N, inner part: 0.1630 e
mean N, outer part: 0.8942 e
mean N, whole orbital: 0.8491 e
mean 1-N, inner part: 0.8370 e
mean 1-N, outer part: 0.1058 e
mean 1-N, whole orbital: 0.1509 e
direct energy shift: -0.1467 Ha
energy increment z_E: 0.1747 e
size increment z_R: 0.4007 e
z_R with 4f squeezed to half: 0.2365 e
d<r>, bare proton: -0.19755 bohr
d<r>, proton + 4f: -0.07916 bohr
  from q inside node: -0.06222 bohr
  from q outside node: -0.01694 bohr
min X / max X: -0.0000
5s mean N inner, outer: 0.1353, 0.8434 e
5s z_E, z_R: 0.2220, 0.4878 e
5p1/2 mean N inner, outer: 0.1416, 0.8756 e
5p1/2 z_E, z_R: 0.1921, 0.4319 e
Gd3+ -> Tb3+, change of 5p3/2 mean radius
direct (averaged response): -0.07880 bohr
Hartree relaxation: 0.05767 bohr
exchange-correlation: -0.00357 bohr
sum of parts: -0.02470 bohr
self-consistent change: -0.02470 bohr
z_R with Hartree relaxation: 0.1080 e
4f mean radius in Tb3+: 0.8275 bohr
La3+ -> Lu3+, mean 5p radius
Dirac: 1.7534 -> 1.3676 bohr
Dirac change: -20.41 pm, -22.00 %
nonrel: 1.7732 -> 1.4166 bohr
nonrel change: -18.87 pm, -20.11 %
```
